\section*{Vertical {111} walls and the parallelogram mask on (110) silicon}

\section*{Question}

I am designing a deep etched hole in a silicon wafer with a (110) surface. The etchant attacks the \(\{111\}\) planes very slowly, and I have been asked to show that the vertical \(\{111\}\) planes on this wafer intersect at \(70.53^\circ\) and \(109.47^\circ\), so that the natural mask opening is a parallelogram.

I can take a dot product between two \(\{111\}\) normals, but I am stuck on three points. There are four families of \(\{111\}\) planes, so why do two of them form the walls, and what happens to the others? My dot product gives one angle or the other depending on the signs I choose, so which one is the corner of the mask? And why should the mask follow these planes at all: what goes wrong if I draw a rectangle?

\section*{Answer}

The angles follow from cubic symmetry alone. The statement about the mask also needs a model of the etching. I take \(\{111\}\) surfaces not to etch at all and every other orientation to etch at some nonzero rate. The mask is inert, lies flat on the wafer, and has a convex opening. Lengths are in micrometres.

\subsection*{Which planes are vertical}

In a cubic crystal the plane \((hkl)\) has the normal \([hkl]\). The wafer normal is \(\mathbf w=[110]\). A plane is vertical when it contains \(\mathbf w\), which means that its own normal \(\mathbf N\) is perpendicular to \(\mathbf w\). Since \(\mathbf N\) and \(-\mathbf N\) describe the same family of parallel planes, there are four cases:
\begin{align}
[111]\cdot[110]&=1+1+0=2, & [11\bar1]\cdot[110]&=1+1+0=2,\\
[1\bar11]\cdot[110]&=1-1+0=0, & [1\bar1\bar1]\cdot[110]&=1-1+0=0 .
\end{align}
Two families, \((1\bar11)\) and \((1\bar1\bar1)\), are therefore vertical. For the other two, the angle \(\theta\) between the plane and the wafer surface equals the angle between their normals:
\begin{equation}
\cos\theta=\frac{2}{\sqrt3\,\sqrt2}=\sqrt{\tfrac23},\qquad \theta=35.26^\circ .
\end{equation}
These inclined planes do not disappear from the problem. They limit the depth of the hole, as shown below.

\subsection*{The two angles}

Let \(\mathbf N_1=[1\bar11]\) and \(\mathbf N_2=[1\bar1\bar1]\). Each has length \(\sqrt3\), so
\begin{equation}
\cos\gamma=\frac{\mathbf N_1\cdot\mathbf N_2}{3}
=\frac{1+1-1}{3}=\frac13,\qquad \gamma=70.53^\circ .
\end{equation}
Replacing \(\mathbf N_2\) by \(-\mathbf N_2\) leaves the plane unchanged but turns the cosine into \(-1/3\), which gives \(180^\circ-\gamma=109.47^\circ\). This is the sign ambiguity you met. Two crossing planes form two pairs of opposite wedges, one pair with each angle, so both answers are right.

To see how the wedges lie on the wafer, find the lines in which the planes cut the surface. Such a trace is perpendicular to both \(\mathbf w\) and \(\mathbf N\), so it lies along their cross product:
\begin{align}
[110]\times[1\bar11]&=(1\cdot1-0\cdot(-1),\;0\cdot1-1\cdot1,\;1\cdot(-1)-1\cdot1)\nonumber\\
&=(1,-1,-2),\\
[110]\times[1\bar1\bar1]&=(1\cdot(-1)-0\cdot(-1),\;0\cdot1-1\cdot(-1),\;1\cdot(-1)-1\cdot1)\nonumber\\
&=(-1,1,-2).
\end{align}
The sign of a line direction is free, so I reverse both to make them point towards \([001]\):
\begin{equation}
\mathbf t_1=[\bar112],\qquad \mathbf t_2=[1\bar12],\qquad
\frac{\mathbf t_1\cdot\mathbf t_2}{6}=\frac{-1-1+4}{6}=\frac13 .
\end{equation}
The traces enclose the same angle as the planes. This had to happen: both normals lie in the wafer surface, and a quarter turn about \(\mathbf w\) carries each normal into its trace.

Each trace makes an angle with \([001]\) whose cosine is \(2/\sqrt6=\sqrt{2/3}\), which is \(35.26^\circ=\gamma/2\). Hence \([001]\) bisects the acute angle. The perpendicular surface direction \([1\bar10]\) bisects the obtuse one. The half-angle values needed later are
\begin{equation}
\cos\frac\gamma2=\sqrt{\frac{1+\cos\gamma}{2}}=\sqrt{\frac23},\qquad
\sin\frac\gamma2=\frac1{\sqrt3},\qquad
\sin\gamma=\frac{2\sqrt2}{3}.
\end{equation}

\subsection*{Why the opening is a parallelogram}

Suppose that every edge of a convex opening lies along one of the two traces. A convex polygon has at most one edge for each outward normal. The available outward normals are \(\pm\mathbf N_1\) and \(\pm\mathbf N_2\), so there are at most four edges. Going round the polygon, with unit vectors \(\mathbf u_1,\mathbf u_2\) along the traces and edge lengths \(l_i\), closure requires
\begin{equation}
l_1\mathbf u_1+l_2\mathbf u_2-l_3\mathbf u_1-l_4\mathbf u_2=0 .
\end{equation}
Since \(\mathbf u_1\) and \(\mathbf u_2\) are not parallel, their coefficients vanish separately: \(l_1=l_3\) and \(l_2=l_4\). The opening is a parallelogram with two corners of \(70.53^\circ\) and two of \(109.47^\circ\). So the answer to ``which angle is the corner?'' is that both are. The crystal fixes the edge directions and the corner angles, while the side lengths \(a\) and \(b\) remain yours to choose.

\subsection*{Why etching respects this shape}

Take a \(\{111\}\) plane that is vertical, or that slopes inwards beneath the opening. Push it towards the opening from outside until it just touches the rim. I call this the supporting plane. The whole opening lies on its near side. There are six such planes: two for each vertical family, on opposite sides of the opening, and one for each inclined family.

Consider first an unbounded crystal that fills the far side of a supporting plane. It exposes a \(\{111\}\) face and, by assumption, does not etch. The real wafer contains the part of this crystal that lies below the wafer surface. The part above the surface is missing, but the mask covers the whole area where it would have been attached. I assume that the inert mask protects the silicon under it at least as well as the missing crystal would. The wafer also contains silicon on the near side, and I assume that extra silicon never makes an atom easier to remove. The silicon on the far side is then protected for all time. The pit must stay within the region \(B\) below the surface that is on the near side of all six planes.

The pit also fills \(B\), provided that its final shape is convex. A pit that has stopped changing can have no etched walls except \(\{111\}\) faces, because any other orientation would still be etching. Each face has the whole opening on its inner side. If it is vertical or slopes inwards, it therefore lies on or outside the supporting plane parallel to it, and cuts nothing off \(B\).

A face that slopes outwards under the mask cuts nothing off \(B\) either. The two inclined families share the trace direction \([1\bar10]\), so through a surface line in this direction passes one plane of each. Below the surface one slopes inwards and the other outwards, and the outward one leaves room for everything that the inward one allows. The final pit thus contains \(B\). As it is also contained in \(B\), the two are equal.

This argument protects holes. It does not protect a masked island surrounded by open silicon, because no supporting plane separates the island's outer corners from the exposed region.

I tested the argument at atomic scale on a diamond lattice, with a parallelogram opening of the order of ten lattice constants across and a mask made of fixed lattice atoms. An atom in a \((111)\) terrace has three bonds and keeps 9 of its 12 second neighbours. One in a \((110)\) surface also has three bonds but keeps 7. The rule removed every atom bound more weakly than the \((111)\) terrace atom, so the stability of \(\{111\}\) was put in. So was the protection by the mask, because the mask atoms continue the crystal above the surface. The shape of the pit below the mask was not put in. The test concerns this aligned parallelogram only, not openings that are undercut. The lattice became stationary after 34 rounds. All 8856 sites inside \(B\) had gone, and 9122 had been removed in total. The surplus reached no further than 0.25 of the \(\{111\}\) repeat distance beyond \(B\). That is the spacing of the closely paired atomic planes in this structure. If a boundary cuts between the two members of a pair, the atoms left at the surface have one bond each, apart from a few that have two, and the rule takes them all away.

\subsection*{What the hole looks like below the mask}

For the parallelogram, the four vertical supporting planes run along the mask edges, so the mask is not undercut. The inclined planes have surface traces along \([1\bar10]\), because
\begin{equation}
[1\bar10]\cdot[110]=0,\qquad [1\bar10]\cdot[111]=0,\qquad [1\bar10]\cdot[11\bar1]=0 .
\end{equation}
They therefore touch the opening at its two extreme points along \([001]\), which are the acute corners. From there they slope down towards the middle. The hole is not a simple prism.

An opening whose acute corners are cut off along \([1\bar10]\) would also keep its outline, because the new edges lie on traces of the inclined planes. The walls below those edges would slope, however. The parallelogram is the convex opening for which the wall at every edge is vertical.

At depth \(d\) an inclined facet has moved inwards along \([001]\) by
\begin{equation}
s=\frac{d}{\tan\theta}=\sqrt2\,d,\qquad\text{since}\quad
\tan\theta=\frac{1/\sqrt3}{\sqrt{2/3}}=\frac1{\sqrt2}.
\end{equation}
It cuts an isosceles triangle of height \(s\) off the acute corner. The equal sides and the base of the triangle are
\begin{equation}
\frac{s}{\cos(\gamma/2)}=\sqrt2\,d\,\sqrt{\tfrac32}=\sqrt3\,d,\qquad
2s\tan\frac\gamma2=2\sqrt2\,d\,\frac1{\sqrt2}=2d .
\end{equation}
Its area is \(\tfrac12(\sqrt3\,d)^2\sin\gamma\). Suppose that a buried layer stops the etch at depth \(d\), and let \(b\le a\). The flat floor is the parallelogram less two such triangles:
\begin{equation}
A_{\rm floor}=\sin\gamma\,(ab-3d^2),\qquad d<\frac{b}{\sqrt3}.
\label{eq:floor}
\end{equation}
At \(d=b/\sqrt3\) each triangle has used up a whole short edge. Beyond this depth the floor is bounded by the two long walls and the two inclined facets. The long walls are \(b\sin\gamma\) apart, and \([1\bar10]\) makes the angle \(90^\circ-\gamma/2\) with them, so each facet meets the floor in a line of length
\begin{equation}
\frac{b\sin\gamma}{\cos(\gamma/2)}=2b\sin\frac\gamma2=\frac{2b}{\sqrt3}.
\end{equation}
The opening extends over \((a+b)\cos(\gamma/2)\) along \([001]\), and the two facets together have taken \(2s\) of this. The product of the two lengths is the floor area:
\begin{align}
A_{\rm floor}&=\frac{2b}{\sqrt3}\left[(a+b)\sqrt{\tfrac23}-2\sqrt2\,d\right]\nonumber\\
&=\frac{2\sqrt2\,b}{3}\left(a+b-2\sqrt3\,d\right),\qquad
\frac{b}{\sqrt3}\le d\le d_{\max}.
\end{align}
At \(d=b/\sqrt3\) both expressions give \(\tfrac{2\sqrt2}{3}b(a-b)\), so they join correctly. The floor vanishes when the bracket does, at
\begin{equation}
d_{\max}=\frac{a+b}{2\sqrt3}.
\label{eq:dmax}
\end{equation}
There the two inclined facets meet in a line and the etching ends. For a rhombus, \(a=b\), the second range shrinks to a point because \(d_{\max}=b/\sqrt3\).

\subsection*{A worked opening}

Take the round values \(a=300\) and \(b=100\ \mu\mathrm m\), with an etch stop at \(d=50\ \mu\mathrm m\). The mask opening has the area
\begin{equation}
ab\sin\gamma=300\times100\times0.9428=28284\ \mu\mathrm m^2 .
\end{equation}
A direct numerical intersection of the supporting half-spaces gives the same area for the top of the region \(B\), so in this model the mask is not undercut.

Six-sided floors occur down to \(b/\sqrt3=57.7\ \mu\mathrm m\), so Eq.~(\ref{eq:floor}) applies. Each side of the parallelogram loses \(\sqrt3\,d=86.6\ \mu\mathrm m\) at floor level. The long edges keep \(213.4\ \mu\mathrm m\) and the short ones keep \(13.4\ \mu\mathrm m\), while each inclined facet contributes a new edge of \(2d=100\ \mu\mathrm m\). The floor area is
\begin{equation}
A_{\rm floor}=0.9428\,(30000-3\times50^2)=21213\ \mu\mathrm m^2,
\end{equation}
which is 75\% of the mask area. The short vertical walls have almost disappeared at this depth, although the mask above them is not undercut. Without the etch stop, the pit ends at
\begin{equation}
d_{\max}=\frac{300+100}{2\sqrt3}=115.5\ \mu\mathrm m=0.1155\ \mathrm{mm}.
\end{equation}

\subsection*{What goes wrong with a rectangle}

Keep \(a\) and \(b\), lay the edges of length \(a\) along one trace, and make the other two perpendicular to them. The perpendicular edges are not along a \(\{111\}\) trace, so the silicon behind them is attacked until the pit reaches the supporting planes.

The four vertical supporting planes enclose a parallelogram of height \(b\). Its other pair of sides leans at the angle \(\gamma\), which lengthens the base from \(a\) to \(a+b\cot\gamma\). The area gained is \(b^2\cot\gamma\). Each acute corner of this parallelogram lies a distance \(b\cot\gamma\) beyond the nearest corner of the rectangle. The inclined supporting plane passes through that corner of the rectangle, so it protects an isosceles triangle with legs \(b\cot\gamma\). Subtracting two of these triangles gives the undercut area
\begin{align}
\Delta A&=b^2\cot\gamma-2\cdot\tfrac12\,(b\cot\gamma)^2\sin\gamma\nonumber\\
&=b^2\cot\gamma\,(1-\cos\gamma)\nonumber\\
&=b^2\,\frac{1}{2\sqrt2}\cdot\frac23=\frac{b^2}{3\sqrt2}.
\end{align}
The second line uses \(\cot\gamma\sin\gamma=\cos\gamma\). For \(b=100\ \mu\mathrm m\) this is \(2357\ \mu\mathrm m^2\), or 7.9\% of the rectangle's \(30000\ \mu\mathrm m^2\). The result does not depend on \(a\), because the damage is confined to the two ends. A long slot with square ends therefore suffers little in relative terms, but its ends do not keep the drawn shape.

\subsection*{How far a real wafer departs from this}

In a real alkaline etchant such as potassium hydroxide solution, \(\{111\}\) does etch slowly. The ratio of the (110) rate to the \(\{111\}\) rate depends on the solution and its temperature. If it is 100, taken here as a rough figure, each vertical wall retreats by \(50/100=0.5\ \mu\mathrm m\) while the floor descends \(50\ \mu\mathrm m\). The long walls start \(b\sin\gamma=100\times0.9428=94.3\ \mu\mathrm m\) apart, so their separation grows by \(1\ \mu\mathrm m\), or about 1\%. If each wall retreats evenly, it moves parallel to itself and the angles do not change.

A real mask is also not perfectly aligned. If the parallelogram is turned by a small angle \(\delta\), the long walls still follow the crystal. Measured perpendicular to them, the long edge of the opening now spans \(a\sin\delta\) and the short edge \(b\sin(\gamma\pm\delta)\), with the sign set by the sense of the turn. The wall separation is the sum of the two. For \(\delta=1^\circ\) the first term is \(300\sin1^\circ=5.2\ \mu\mathrm m\), which is 5.6\% of the original separation. The second term changes by about \(0.6\ \mu\mathrm m\) in either direction.

The depth limit decides whether a hole can pass through the wafer. Let the wafer have thickness \(t\), and let it be etched from one side with an inert film on the back. By Eq.~(\ref{eq:dmax}), the pit reaches the film over a finite area if \(a+b>2\sqrt3\,t\). This rule holds for an aligned parallelogram and negligible \(\{111\}\) etching. In the same model, the example opening does not pierce a wafer thicker than \(115.5\ \mu\mathrm m\).

The numerical output below gives the results for the angles, the two openings and the lattice test. The estimates in this last section follow from the arithmetic shown here.

\section*{Computed values}
\begin{verbatim}
Vertical {111} normals: [(1, -1, 1), (1, -1, -1)]
Inclined {111} normals: [(1, 1, 1), (1, 1, -1)]
Cosine of angle between vertical planes: 0.333333
Acute angle between vertical planes: 70.53 deg
Obtuse angle between vertical planes: 109.47 deg
Angle between surface traces: 70.53 deg
Angle of each trace from [001]: 35.26 deg
Inclination of other {111} planes to surface: 35.26 deg
Mask side a: 300 um
Mask side b: 100 um
Etch-stop depth d: 50 um
sin(gamma): 0.9428
Parallelogram mask area: 28284 um^2
Pit top area from half-spaces: 28284 um^2
Length lost per side at depth d: 86.6 um
Remaining floor edge along a: 213.4 um
Remaining floor edge along b: 13.4 um
Floor edge at each inclined facet: 100.0 um
Floor area at depth d: 21213 um^2
Depth limit of six-sided floor formula: 57.7 um
Terminal depth without etch stop: 115.5 um
Terminal depth without etch stop: 0.1155 mm
Rectangle mask area: 30000 um^2
Rectangle undercut area: 2357 um^2
Second neighbours kept at (111) surface: 9 of 12
Second neighbours kept at (110) surface: 7 of 12
Lattice etching rounds until stationary: 34
Lattice sites removed: 9122
Lattice sites in predicted pit: 8856
Largest lattice overshoot: 0.25 {111} layers
Largest lattice shortfall: -0.75 {111} layers
\end{verbatim}
